# Symmetry, accuracy and cost of shifted Monkhorst-Pack grids in hexagonal cells, part 1

(Sections cited here and not found follow in the second part.)

Take the smallest even Monkhorst-Pack grid, $2\times2$. Write a wave vector as $\mathbf k = x_1\mathbf b_1 + x_2\mathbf b_2$ with $\mathbf a_i\cdot\mathbf b_j = 2\pi\delta_{ij}$, so that $x_i = \mathbf k\cdot\mathbf a_i/2\pi$ is defined modulo 1. The grid is the four points $(\pm\tfrac14,\pm\tfrac14)$. On a square lattice they are the corners of a square centred on $\Gamma$; a fourfold rotation carries each into the next, and one diagonalisation serves all four.

Now take the hexagonal lattice $\mathbf a_1 = a(1,0)$, $\mathbf a_2 = a(-\tfrac12,\tfrac{\sqrt3}{2})$. Its reciprocal vectors $\mathbf b_1 = \frac{2\pi}{a}(1,\tfrac{1}{\sqrt3})$ and $\mathbf b_2 = \frac{2\pi}{a}(0,\tfrac{2}{\sqrt3})$ have equal length $b$ and $\mathbf b_1\cdot\mathbf b_2 = b^2/2$. Hence $|\mathbf b_1+\mathbf b_2|^2 = 3b^2$ and $|\mathbf b_1-\mathbf b_2|^2 = b^2$, and the four points form a rhombus. Rotate $\mathbf k$ by $60^\circ$ with $R$. The new coordinates are $x_i' = (R\mathbf k)\cdot\mathbf a_i/2\pi = \mathbf k\cdot R^{-1}\mathbf a_i/2\pi$, and $R^{-1}\mathbf a_1 = -\mathbf a_2$, $R^{-1}\mathbf a_2 = \mathbf a_1+\mathbf a_2$, so

$$x_1' = -x_2,\qquad x_2' = x_1+x_2,\qquad M_6 = \begin{pmatrix}0&-1\\1&1\end{pmatrix}.$$

The point $(\tfrac14,-\tfrac14)$ goes to $(\tfrac14,0)$, which is not on the grid, since $0\ne\pm\tfrac14$ modulo 1. The $2\times2$ grid that contains $\Gamma$ survives: modulo 1, $M_6$ fixes $(0,0)$ and cycles $(\tfrac12,\tfrac12)\to(\tfrac12,0)\to(0,\tfrac12)\to(\tfrac12,\tfrac12)$.

## The belief and its source

The Monkhorst-Pack rule places $q$ points on each axis at $u_r = (2r-q-1)/2q$, $r=1,\dots,q$. Then $qu_r = r-(q+1)/2$ is an integer for odd $q$ and a half-integer for even $q$. Every such grid has the form $\mathbf x = (\mathbf m+\mathbf s)/q$ with integer $\mathbf m$, where $\mathbf s = 0$ for odd $q$ and $\mathbf s = (\tfrac12,\tfrac12)$ for even $q$. Parity matters only because it fixes the shift.

The belief is that the even, shifted grid is always the better choice, because it avoids $\Gamma$ and the zone boundary and gives the same accuracy from fewer irreducible points. On the hexagonal lattice it does not always avoid the boundary: at $q=4$ the grid point $(-\tfrac38,-\tfrac38)$ has two shortest equivalents, $(\tfrac58,-\tfrac38)$ and $(-\tfrac38,\tfrac58)$, both of squared length $\tfrac{19}{64}b^2$, and so lies on the boundary of the first zone. On the square lattice the saving in points is real, and the accuracy is the same when the shortest Fourier vectors dominate the error. Sign reversals of $x_1$ and $x_2$ reduce each axis to $q/2+1$ values in $[0,\tfrac12]$ for the $\Gamma$ grid and to $q/2$ values for the shifted one, and the exchange $x_1\leftrightarrow x_2$ leaves unordered pairs: $\tfrac12(\tfrac q2+1)(\tfrac q2+2)$ against $\tfrac12\,\tfrac q2(\tfrac q2+1)$ points, or 6 against 3 at $q=4$.

The accuracy follows from the aliasing formula, on which everything below rests. Expand a periodic integrand as $g(\mathbf x) = \sum_{\mathbf n}c(\mathbf n)e^{2\pi i\mathbf n\cdot\mathbf x}$; the index $\mathbf n$ belongs to the lattice vector $n_1\mathbf a_1+n_2\mathbf a_2$, and the exact zone average is $c(0)$. Along one axis the geometric sum $\frac1q\sum_{m=0}^{q-1}e^{2\pi i n(m+s)/q}$ equals $e^{2\pi i ns/q}$ when $q$ divides $n$ and vanishes otherwise. Therefore

$$\langle g\rangle_{q,\mathbf s} - c(0) = \sum_{\mathbf n\neq0}c(q\mathbf n)\,e^{2\pi i\,\mathbf n\cdot\mathbf s}.$$

In an insulator the coefficients decay exponentially, at a rate that depends on direction. Often the shortest vectors $\mathbf n$, the first star, dominate at large $q$, but a longer star can matter as much or more if the decay along it is slow, as it is for nearly nested bands. Suppose that the first star dominates. If $g$ has the full symmetry its vectors share one coefficient, and the leading error is that coefficient times the sum of phases over the star. On the square lattice the star $(\pm1,0),(0,\pm1)$ gives $+4$ without shift and $-4$ with the half shift: the same leading error in size from fewer points. The saving fades for dense grids, where both counts approach $q^2/8$.

## Which shifts a rotation allows

A point operation maps the lattice onto itself, so it acts on $\mathbf x$ by an integer matrix $M$ with an integer inverse, and $M\mathbb Z^2 = \mathbb Z^2$. The image of the grid $(\mathbb Z^2+\mathbf s)/q$ is $(\mathbb Z^2+M\mathbf s)/q$. The grid is invariant if and only if

$$(M-1)\,\mathbf s\in\mathbb Z^2 .$$

For a mirror $\det(M-1)=0$, and a continuous family of shifts is allowed. For a rotation other than the identity $M-1$ is invertible: the solutions form the lattice $(M-1)^{-1}\mathbb Z^2$, whose cell has area $1/|\det(M-1)|$, so there are $|\det(M-1)|$ shifts modulo integers. For a $2\times2$ matrix $\det(M-1) = \det M-\operatorname{tr}M+1$; for a rotation by $\vartheta$, trace and determinant do not depend on the basis, and the count is $2-2\cos\vartheta$.

For the fourfold rotation this is 2, namely $0$ and $(\tfrac12,\tfrac12)$, which is why the shift is harmless on the square lattice. For the sixfold rotation it is 1: $(M_6-1)\mathbf s = (-s_1-s_2,\;s_1)$ is integer only if $s_1$, and then $s_2$, is an integer. For the threefold rotation $M_3 = M_6^2$, with $\mathbf x' = (-x_1-x_2,\,x_1)$, the conditions are $2s_1+s_2\in\mathbb Z$ and $s_1-s_2\in\mathbb Z$; their sum gives $3s_1\in\mathbb Z$, so $\mathbf s = 0,\pm(\tfrac13,\tfrac13)$. The twofold rotation $M=-1$ needs $2\mathbf s\in\mathbb Z^2$ and allows four shifts. A $\Gamma$ grid also needs $q_1=q_2$: $M_6$ sends $(1/q_1,0)$ to $(0,1/q_1)$, so $q_1$ divides $q_2$, and $(0,1/q_2)$ to $(-1/q_2,1/q_2)$, so $q_2$ divides $q_1$. In three dimensions the operations of $6/mmm$ send $x_3$ to $\pm x_3$ without mixing it with the plane, so $2s_3\in\mathbb Z$, and the invariant shifts are $(0,0,0)$ and $(0,0,\tfrac12)$. A half shift along $\mathbf c$ is safe.

Let the $k$-space group be $6mm$, with 12 operations. The cycle found at the start shows that the half shift has the three images $(\tfrac12,\tfrac12)$, $(\tfrac12,0)$, $(0,\tfrac12)$; no others arise, because an invertible integer matrix permutes the nonzero solutions of $2\mathbf s\equiv0$. The shifted grid therefore keeps $12/3 = 4$ operations: the identity, $-1$, the exchange $x_1\leftrightarrow x_2$, and the product of the last two. A cell with a $60^\circ$ angle does not help. With $\mathbf a_2' = \mathbf a_1+\mathbf a_2$ the shifts $s_1 = \tfrac12$ and $s_2' = s_1+s_2 = \tfrac12$ mean $\mathbf s = (\tfrac12,0)$, another of the three images.

The Bloch condition gives the same fact in real space. Translation by $q\mathbf a_i$ multiplies a state on the grid by $e^{2\pi i(m_i+s_i)} = e^{2\pi is_i}$. The half-shifted grid is a $q\times q$ supercell that is antiperiodic along $\mathbf a_1$ and $\mathbf a_2$ and, as $(-1)(-1)=+1$, periodic along $\mathbf a_1+\mathbf a_2$. Three equivalent directions receive two different boundary conditions.

## What the shifted grid costs

Writing $(\mathbf m+\mathbf s)/q = (2\mathbf m+2\mathbf s)/2q$ shows that the three half-shifted grids are the points of the $2q$ $\Gamma$ grid whose numerators are not both even. Their union is the $2q$ grid minus the $q$ grid, with $3q^2$ points, 48 at $q=4$.

Burnside's lemma gives the number of orbits as the group average of the number of fixed points. On the $\Gamma$ grid a point is fixed when $(M-1)\mathbf m\equiv0 \pmod q$. The identity fixes $q^2$ points. The twofold rotation needs $2\mathbf m\equiv0$ and fixes $\gcd(2,q)^2$. Each of the two threefold rotations needs $m_1\equiv m_2$, $3m_1\equiv0$ and fixes $\gcd(3,q)$. Each of the two sixfold rotations fixes $\Gamma$ alone. The mirror $x_1\leftrightarrow x_2$ needs $m_1\equiv m_2$, the mirror $(x_1,x_2)\to(-x_2,-x_1)$ needs $m_1+m_2\equiv0$, and each fixes $q$ points; the other four mirrors are conjugate to these by rotations and fix as many. Thus

$$N_\Gamma(q) = \tfrac1{12}\left[q^2+6q+\gcd(2,q)^2+2\gcd(3,q)+2\right].$$

Every orbit in the union meets the original shifted grid, so the shifted grid needs $N_\Gamma(2q)-N_\Gamma(q)$ points. For even $q$ the gcd terms agree for $q$ and $2q$ and cancel:

$$N_{1/2}(q) = \frac{3q^2+6q}{12} = \frac{q(q+2)}{4}.$$

At $q=4$ the shift raises the count from 4 to 6, the reverse of the square lattice. The last three terms in the bracket add up to between 5 and 12, so $N_\Gamma\approx(q+3)^2/12$, while $N_{1/2}\approx(q+1)^2/4$. A $\Gamma$ grid of equal cost has $q_\Gamma\approx\sqrt3\,(q+1)-3$: no denser at $q=2$, and $\sqrt3$ times denser per axis for large $q$.

## What the broken symmetry does not harm

Loss of symmetry does not spoil a fully symmetric integrand, such as the sum of occupied band energies of a fixed Hamiltonian. If $g(M\mathbf x) = g(\mathbf x)$, the three half-shifted grids give the same mean. Splitting the sum over the $2q$ grid into its four parts gives $4q^2\langle g\rangle_{2q,0} = q^2\langle g\rangle_{q,0}+3q^2\langle g\rangle_{q,1/2}$. Dividing by $q^2$ and subtracting $4c(0) = c(0)+3c(0)$ gives, exactly,

$$\mathrm{err}_{1/2}(q) = \tfrac13\left[4\,\mathrm{err}_\Gamma(2q)-\mathrm{err}_\Gamma(q)\right],$$

where err is the grid mean minus the exact mean. When $\mathrm{err}_\Gamma(2q)$ is negligible beside $\mathrm{err}_\Gamma(q)$, the shifted grid has $-\tfrac13$ of the error of the $\Gamma$ grid at equal $q$. The first star agrees: $\pm(1,0)$ and $\pm(0,1)$ carry the phase $-1$ and $\pm(1,1)$ carries $+1$, a sum of $-2$ against $+6$. For the shift $(\tfrac13,\tfrac13)$ the vectors $(1,0),(0,1),(-1,-1)$ all carry $\omega = e^{2\pi i/3}$, their negatives carry $\omega^*$, and the sum is $3(\omega+\omega^*) = -3$. The case against the half-shifted grid therefore lies in non-scalar quantities and in cost.

## A model insulator

The model is a honeycomb tight-binding crystal with one orbital on each of the sites A and B, on-site energies $\pm\Delta$, nearest-neighbour hopping $t_j$ on bond $j$, and two electrons per cell, in Hartree atomic units. A lies at the origin and B at $\boldsymbol\tau = (2\mathbf a_1+\mathbf a_2)/3$. The three B neighbours of A lie at $\boldsymbol\delta_j = \boldsymbol\tau+\mathbf R_j$ with $\mathbf R_j = 0,\,-\mathbf a_1,\,-\mathbf a_1-\mathbf a_2$, at distance $d_0 = a/\sqrt3$ and $120^\circ$ apart. With $e_j = e^{i\mathbf k\cdot\mathbf R_j}$,

$$H = \begin{pmatrix}\Delta&h\\h^*&-\Delta\end{pmatrix},\qquad h = -\sum_jt_je_j,\qquad \varepsilon = \sqrt{\Delta^2+|h|^2},$$

the bands are $\pm\varepsilon$, and the energy per cell is $U = -2\langle\varepsilon\rangle$, the factor 2 counting spin. For equal hoppings $h = -tf$ with $f = \sum_je_j$. Define the angles $\alpha_1 = 2\pi x_1$, $\alpha_2 = 2\pi x_2$, $\alpha_3 = -\alpha_1-\alpha_2$. The differences of the $\mathbf R_j$ are $\pm\mathbf a_1$, $\pm\mathbf a_2$, $\pm(\mathbf a_1+\mathbf a_2)$, so $|f|^2 = 3+2(\cos\alpha_1+\cos\alpha_2+\cos\alpha_3)$. The six permutations of the angles, each with or without a common sign change, are the 12 operations, and $\varepsilon$ is invariant under all of them. The crystal itself has only a threefold axis, since A and B differ; time reversal supplies $\mathbf k\to-\mathbf k$.

The spin-summed bond order is $p_j = -\tfrac12\,\partial U/\partial t_j$; by the Hellmann-Feynman theorem it is the density-matrix element $2\operatorname{Re}\sum_{\rm occ}\psi_A^*\psi_B$ across bond $j$. Since $\partial\varepsilon/\partial t_j = \operatorname{Re}(h^*\,\partial h/\partial t_j)/\varepsilon$, with $h^* = -tf^*$ and $\partial h/\partial t_j = -e_j$,

$$p_j = \langle g_j\rangle,\qquad g_j = \frac{t\operatorname{Re}(f^*e_j)}{\varepsilon}.$$

The numerator holds the cosines of the differences between $\mathbf R_j$ and the three $\mathbf R_i$: $\operatorname{Re}(f^*e_1) = 1+\cos\alpha_1+\cos\alpha_3$, $\operatorname{Re}(f^*e_2) = 1+\cos\alpha_1+\cos\alpha_2$, $\operatorname{Re}(f^*e_3) = 1+\cos\alpha_2+\cos\alpha_3$. Each bond omits one angle: bond 1 omits $\alpha_2$, bond 2 omits $\alpha_3$, bond 3 omits $\alpha_1$. The rotation $M_3$ cycles the angles and with them the $g_j$, so any grid invariant under $M_3$, the $\Gamma$ grid or the third-shifted one, gives $p_1=p_2=p_3$. The half-shifted grid keeps only $\alpha_1\leftrightarrow\alpha_2$, which exchanges $g_1$ and $g_3$: $p_1=p_3$, and nothing ties $p_2$ to them.

The half-shifted grid breaks the hexagonal symmetry and needs more irreducible points than the $\Gamma$ grid at equal even $q>2$, and in the model insulator it ties $p_1$ to $p_3$ but leaves $p_2$ free. What remains is the size of this splitting, the spurious force and stress it causes, and the comparison of energy errors at equal cost.
